# The Paschen-Back limit: strong-field levels and the Lorentz triplet

An atom is in a term with orbital quantum number $L$, spin $S$ and spin-orbit coupling. A uniform magnetic field $B$ along $z$ is raised until its effect on the term exceeds that of the spin-orbit coupling. The problem is to find the levels and the spectral lines in this regime, and to see how it is approached from weaker fields.

Hartree atomic units are used, so $\hbar=1$ and $\mu_B=\tfrac12$. The nucleus is fixed and has no spin. The spin $g$-factor is $g_s=2$, and radiative shifts are left out. The term of interest is well separated from all other terms to which the spin-orbit coupling or the field could couple it. The diamagnetic energy, quadratic in $B$, is dropped at first and estimated in part (g). Energies are measured from the field-free centroid of the term, and $x=\mu_B B$.

## (a) The Hamiltonian within one term

**Write the Hamiltonian within the term and find which angular momentum projection it conserves.**

The linear Zeeman energy is $x(L_z+2S_z)$. The one-body spin-orbit operator is $\sum_i \xi(r_i)\,\mathbf l_i\cdot\mathbf s_i$. For one electron in a given radial state, averaging over $r$ leaves $A\,\mathbf L\cdot\mathbf S$ with $A=\langle\xi\rangle$. In the Coulomb field of a nucleus of charge $Z$, the Pauli approximation gives

$$\xi(r)=\frac{\alpha^2}{2}\frac{Z}{r^3},$$

where $\alpha$ is the fine-structure constant.

For several electrons, each product $\xi(r_i)\,l_{ia}s_{ib}$ is component $a$ of a vector in orbital space and component $b$ of a vector in spin space. By the Wigner-Eckart theorem, applied to the two spaces separately, its matrix elements within one term are proportional to those of $L_aS_b$, with a factor independent of $a$ and $b$. Setting $a=b$ and summing over components and electrons again gives a constant times $\mathbf L\cdot\mathbf S$. Hence

$$H=x(L_z+2S_z)+A\,\mathbf L\cdot\mathbf S .$$

This form leaves out the spin-spin interaction between electrons. For $S\ge1$ and $L\ge1$ that interaction adds a term that is not proportional to $\mathbf L\cdot\mathbf S$. In the lightest atoms it is not small: in the $2\,^3P$ term of helium it is comparable to the spin-orbit term, and the results below do not describe that term. Doublet terms are not affected.

With $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$,

$$L_+S_-=L_xS_x+L_yS_y+i(L_yS_x-L_xS_y),$$

and $L_-S_+$ is the same with the opposite sign of the last term. Their sum is $2(L_xS_x+L_yS_y)$, so

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

The last two terms, called flip terms below, raise one projection by one and lower the other by one. All other terms in $H$ leave both projections unchanged. Therefore $M_J=M_L+M_S$ is conserved, while $M_L$ and $M_S$ separately are not.

## (b) Energies in a strong field

**Let $x\gg|A|$. Find the energies to first order in $A$, taking care of degenerate levels.**

The field part is diagonal in the states $|M_L,M_S\rangle$, with energies

$$E^{(0)}=x(M_L+2M_S)=x(M_J+M_S).$$

Some of these coincide. For $L=1$, $S=\tfrac12$, the states $(1,-\tfrac12)$ and $(-1,+\tfrac12)$ both have $E^{(0)}=0$. Degenerate perturbation theory requires the perturbation to be diagonalized among such states.

It is already diagonal there. The spin-orbit term connects only states of equal $M_J$. If two states have equal $M_J$ and also equal $x(M_J+M_S)$, they have equal $M_S$, hence equal $M_L$, and are the same state.

The first-order shift is therefore the expectation value of $A\,\mathbf L\cdot\mathbf S$. The flip terms change $M_L$ and contribute nothing to it, while $L_zS_z$ gives $M_LM_S$. The result is

$$\boxed{E(M_L,M_S)=\mu_BB\,(M_L+2M_S)+A\,M_LM_S+O(A^2/\mu_BB)}$$

In the vector picture, the field makes $\mathbf L$ and $\mathbf S$ precess about $z$ at different rates. Their transverse parts lose any fixed relative direction, and only the product of the $z$ components survives in the average of $\mathbf L\cdot\mathbf S$.

## (c) The size of the error

**Find the second-order shift and state when the formula of part (b) can be used.**

The ladder operators obey

$$L_\pm|M_L\rangle=\sqrt{L(L+1)-M_L(M_L\pm1)}\;|M_L\pm1\rangle,$$

and likewise for spin. The term $\tfrac A2L_+S_-$ leads from $(M_L,M_S)$ to $(M_L+1,M_S-1)$. The initial field energy minus the final one is

$$x\big[(M_L+2M_S)-(M_L+1+2M_S-2)\big]=+x.$$

For $\tfrac A2L_-S_+$ the difference is $-x$. The second-order shift is the sum of squared matrix elements divided by these differences:

$$\begin{aligned}E^{(2)}=\frac{A^2}{4x}\Big\{&[L(L+1)-M_L(M_L+1)][S(S+1)-M_S(M_S-1)]\\&-[L(L+1)-M_L(M_L-1)][S(S+1)-M_S(M_S+1)]\Big\}.\end{aligned}$$

Take $L=1$, $S=\tfrac12$. For $(0,+\tfrac12)$ the first product is $2\cdot1$ and the second vanishes, because the spin cannot be raised further. The shift is $+A^2/(2x)$. The other states follow in the same way:

- $(0,+\tfrac12)$ and $(-1,+\tfrac12)$ shift by $+A^2/(2x)$.
- $(0,-\tfrac12)$ and $(1,-\tfrac12)$ shift by $-A^2/(2x)$.
- $(1,+\tfrac12)$ and $(-1,-\tfrac12)$ do not shift, since no other state has their $M_J$.

Relative to $A$, the error of the first-order formula is thus about $A/(2x)$ for this term. The lower limit on the field is $x\gg|A|$. At higher fields, levels of different terms can cross, and near a crossing even a weak spin-orbit coupling between the terms can mix them strongly. Keeping $x$ small compared with the distance to other terms is a safe way to avoid this. The diamagnetic energy must also remain negligible at the accuracy wanted.

## (d) Intermediate fields for a doublet P term

**For $L=1$, $S=\tfrac12$ and $A>0$, solve $H$ at any $x$ and check both limits.**

The states $(1,+\tfrac12)$ and $(-1,-\tfrac12)$ stand alone in their $M_J$ blocks. Their energies in this model are $2x+A/2$ and $-2x+A/2$ at every field.

For $M_J=+\tfrac12$ the basis is $(0,+\tfrac12)$, $(1,-\tfrac12)$. For $M_J=-\tfrac12$ it is $(0,-\tfrac12)$, $(-1,+\tfrac12)$. With $s=+1$ and $s=-1$ respectively, both blocks are

$$\begin{pmatrix}sx&A/\sqrt2\\A/\sqrt2&-A/2\end{pmatrix},$$

because the flip element is $\tfrac A2\cdot\sqrt2\cdot1$. The eigenvalues are the mean of the diagonal elements plus or minus the root of (half their difference)$^2$ plus (coupling)$^2$:

$$E_{s,\pm}=\frac{sx-A/2}{2}\pm\sqrt{\frac{(sx+A/2)^2}{4}+\frac{A^2}{2}} .$$

At $x=0$ the root is $\sqrt{A^2/16+A^2/2}=3A/4$, so $E=A/2$ or $-A$. Together with the two single states, four states lie at $A/2$ and two at $-A$. These are the fine-structure levels $J=\tfrac32$ and $J=\tfrac12$.

For $x\gg A$, use $\sqrt{a^2+b^2}\approx a+b^2/(2a)$ with $a=(x+sA/2)/2$ and $b^2=A^2/2$. The correction is $b^2/(2a)\approx A^2/(2x)$. For $s=+1$ this gives $x+A^2/(2x)$ and $-A/2-A^2/(2x)$. For $s=-1$ it gives $-A/2+A^2/(2x)$ and $-x-A^2/(2x)$. These agree with parts (b) and (c).

The root never vanishes, so the two levels of a block do not cross. Each strong-field label $(M_L,M_S)$ can therefore be followed continuously down to weak field.

## (e) The spectrum

**Find the strong lines from a doublet P term to a doublet S term. Compare them with the Lorentz triplet, the classical pattern of shifts $0,\pm\mu_BB$. What changes if the lower term also has $L>0$?**

The lower term has $L=0$, so it has no spin-orbit energy and its levels are $2xM_S$. The electric dipole operator does not act on spin, so $\Delta M_S=0$. It is an orbital vector, so $q=M_L^{\rm upper}-M_L^{\rm lower}$ can be $0$ (a $\pi$ line) or $\pm1$ ($\sigma$ lines). Here $q$ equals the upper $M_L$. The shift from the field-free line centroid is

$$x(q+2M_S)+A\,qM_S-2xM_S=qx+A\,qM_S .$$

The spin Zeeman energy cancels. What remains without $A$ is the Lorentz triplet. With $A$, each $\sigma$ line becomes two lines at $qx\pm A/2$, separated by $A$. The $\pi$ line stays single to first order, because $M_L=0$ there. The residual doubling thus belongs to the two outer members of the triplet, not to all three.

The second-order shifts of part (c) refine the separations within each pair of opposite $M_S$:

- $\sigma$ near $+x$: $\;A/2-\big(-A/2-A^2/(2x)\big)=A+A^2/(2x)$.
- $\pi$: $\;A^2/(2x)-\big(-A^2/(2x)\big)=A^2/x$.
- $\sigma$ near $-x$: $\;A/2-\big(-A/2+A^2/(2x)\big)=A-A^2/(2x)$.

For two general terms with constants $A'$ (upper) and $A''$ (lower), both small compared with $x$, the same subtraction gives

$$qx+(A'M_L'-A''M_L'')M_S .$$

For a doublet D→P transition, the $\pi$ group has $M_L'=M_L''$ and shifts $(A'-A'')M_L''M_S$, which take three values if $A'\ne A''$. The $q=+1$ group has $M_L'=M_L''+1$. For $M_L''=-1,0,1$ the factor multiplying $M_S=\pm\tfrac12$ is $A''$, $A'$ and $2A'-A''$, so there are in general six lines. The $q=-1$ group likewise has six. The word "doubling" therefore fits the doublet P→S case, while the doublet D→P transition has richer groups around the same three centres.

## (f) How the triplet emerges

**For the P→S transition, find the strength of the lines that violate $\Delta M_S=0$ in the strong-field labels. Then find the strength-weighted centroid of each polarization group at any field.**

Take the strength of each pure orbital component as 1; it is the same for $q=0,\pm1$ by rotational symmetry. The true state labelled $(0,+\tfrac12)$ contains $(1,-\tfrac12)$ with amplitude (coupling)/(energy difference) $=(A/\sqrt2)/x$. This admixture decays to the lower level $M_S=-\tfrac12$ with strength

$$\frac{A^2}{2x^2},$$

at a shift near $x-(-x)=2x$. The other three mixed states each give one such line, with the same leading strength, near $-2x$, $+x$ and $-x$. With the six strong lines this makes ten, and four of them fade as $1/B^2$.

For the centroid, let $u$ run over the upper eigenstates and $m$ over the lower spin projections. The strength in group $q$ is $|\langle q,m|u\rangle|^2$. The eigenstates are complete within the term, so the total strength is $\sum_{u,m}|\langle q,m|u\rangle|^2=2$, and

$$\sum_{u,m}|\langle q,m|u\rangle|^2(E_u-2xm)=\sum_{m=\pm1/2}\big(\langle q,m|H|q,m\rangle-2xm\big)=\sum_{m=\pm1/2}(qx+A\,qm)=2qx .$$

Dividing by 2 puts the centroid at $qx$, for any ratio $x/A$. The Lorentz triplet is thus present in the centroids even when the individual lines form an irregular pattern. This holds within the model for equally populated upper states and weighting by dipole strength.

## (g) Hydrogen 2p→1s at 10 T

**Evaluate the levels and line separations, and judge the approximations.**

The 2p radial function is $R=re^{-r/2}/(2\sqrt6)$, so

$$\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}\,dr=\frac1{24},\qquad A=\frac{\alpha^2}{48}.$$

With $\alpha=0.00729735$ this is $A=1.1094\ \mu E_h$, where $1\ \mu E_h=10^{-6}$ hartree. In frequency units it is 7.30 GHz. A field of 10 T is $4.25438\times10^{-5}$ atomic units, and half of that is $x=21.272\ \mu E_h$. Then $x/A=19.2$, while $x$ is only $3.1\times10^{-4}$ of the gap between $n=2$ and $n=3$. The nearby 2s level has opposite parity, and neither the spin-orbit term nor the magnetic field couples it to 2p for a fixed nucleus.

The highest level is $2x+A/2=42.544+0.555=43.099\ \mu E_h$. The second-order shift has size $A^2/(2x)=0.029\ \mu E_h$. All six levels, in $\mu E_h$, are:

| $(M_L,M_S)$ | first order | diagonalized |
|---|---:|---:|
| $(1,+\tfrac12)$ | 43.099 | 43.099 |
| $(0,+\tfrac12)$ | 21.272 | 21.300 |
| $(-1,+\tfrac12)$ | −0.555 | −0.525 |
| $(1,-\tfrac12)$ | −0.555 | −0.583 |
| $(0,-\tfrac12)$ | −21.272 | −21.302 |
| $(-1,-\tfrac12)$ | −41.989 | −41.989 |

The strong $\sigma$ lines lie at $21.827$ and $20.689\ \mu E_h$ on one side, and at $-20.717$ and $-21.797\ \mu E_h$ on the other. Their separations are 1.138 and 1.080 $\mu E_h$ (7.48 and 7.10 GHz), about 2.5% above and 2.7% below $A$. The $\pi$ pair is separated by $0.058\ \mu E_h$, or 5% of $A$. Two of the four faint lines have strength $1.29\times10^{-3}$ and two have $1.43\times10^{-3}$, about 5% below and above the leading estimate $A^2/(2x^2)=1.36\times10^{-3}$.

Within the linear model $H$ of part (a), the largest error of the first-order levels, relative to $A$, falls with the field:

| $B$ (T) | $x/A$ | error$/A$ |
|---:|---:|---:|
| 0.5 | 0.96 | 0.51 |
| 2 | 3.8 | 0.14 |
| 10 | 19.2 | 0.027 |
| 40 | 76.7 | 0.0066 |

At 0.5 T the error is as large as the term $AM_LM_S$ itself, and the solution of part (d) is needed. At the two highest fields the error follows $A/(2x)$ closely. The table leaves out the diamagnetic energy, which grows as $B^2$. With it included, the error is about $0.03A$ from 10 to 20 T and rises to $0.085A$ at 40 T, where the diamagnetic shift of the $|M_L|=1$ levels ($0.087\ \mu E_h$) is far larger than the tabulated error.

Two omissions can be checked. The diamagnetic energy $B^2\langle r^2\sin^2\theta\rangle/8$ shifts 2p by $0.003\ \mu E_h$ for $M_L=0$ and by $0.005\ \mu E_h$ for $|M_L|=1$. It does not depend on spin, so to first order it moves both members of a pair together; the calculated separations change by less than $10^{-5}\ \mu E_h$. Replacing $g_s=2$ by $2.002319$ in the Zeeman term, with $A$ held fixed, moves levels by up to about $0.025\ \mu E_h$, but the strong lines by less than $10^{-4}\ \mu E_h$, because the spin energy cancels apart from its effect on the small second-order shifts. The same replacement also changes $A$. In $\xi=\alpha^2(Z/r^3)\,(g_s/2-1/2)$ the spin's magnetic energy gives $g_s/2$ and the Thomas precession gives $-1/2$, so $A\propto g_s-1$. It grows by 0.23%, about $0.0026\ \mu E_h$, which moves each $\sigma$ line by roughly half of that ($0.0011$ to $0.0014\ \mu E_h$); this second effect is not included in the program.

The fixed nucleus matters more for the line positions than either of these. With a proton of finite mass $M$ the orbital Zeeman term becomes $x(1-m/M)L_z$, which moves each $\sigma$ line toward the centre by $0.012\ \mu E_h$ at 10 T. Recoil also reduces the growth of $A$ from 0.23% to 0.18%. Relativistic corrections to the Zeeman energy, of order $\alpha^2x$, differ between 1s and 2p. They change the three pair separations by about $0.0006\ \mu E_h$, to 1.1382, 0.0584 and 1.0792 $\mu E_h$ (7.49, 0.38 and 7.10 GHz) for a fixed nucleus with $g_s=2$. The last digit of the separations given above therefore belongs to the model.

The proton spin is a more serious omission for the finest detail. Its coupling $a\,\mathbf I\cdot\mathbf S$ splits the 1s level of real hydrogen by $a\approx1.4$ GHz at zero field. At 10 T it reduces to $aM_IM_S$, by the argument of part (b), and splits each strong line by about $a/2\approx0.7$ GHz, more than the 0.38 GHz separation of the $\pi$ pair. That separation is a property of the present model, not a prediction of the resolved hydrogen spectrum. The numerical check below covers the level formulas, the line strengths and the centroids.

## Computed results

```
Hydrogen 2p -> 1s; uEh = 1e-6 hartree
<1/r^3> of 2p = 0.041667 a.u.;  alpha = 0.00729735
A = 1.10940 uEh = 7.2995 GHz
zero-field splitting 3A/2 = 1.66410 uEh
field where mu_B B = A: 0.5215 T
B = 10.0 T = 4.25438e-05 a.u. (1 a.u. = 2.35052e+05 T)
x = mu_B B = 21.27191 uEh = 139.962 GHz;  x/A = 19.174
gap n=2 to n=3 = 0.06944 hartree;  x/gap = 3.06e-04
A^2/(2x) = 0.02893 uEh;  A^2/(2x^2) = 1.360e-03
2p levels in uEh: M_L, M_S, first order, second order, diagonalized
 +1 +0.5    43.09852    43.09852    43.09852
 +0 +0.5    21.27191    21.30084    21.30007
 -1 +0.5    -0.55470    -0.52577    -0.52504
 +1 -0.5    -0.55470    -0.58363    -0.58286
 +0 -0.5   -21.27191   -21.30084   -21.30157
 -1 -0.5   -41.98912   -41.98912   -41.98912
Lines: q, upper (M_L,M_S), lower M_S, shift in uEh, strength
+1 (+0,+0.5) -0.5    42.57198 0.001287
+1 (+1,+0.5) +0.5    21.82661 1.000000
+0 (-1,+0.5) -0.5    20.74687 0.001428
+1 (+1,-0.5) -0.5    20.68905 0.998713
+0 (+0,+0.5) +0.5     0.02816 0.998713
+0 (+0,-0.5) -0.5    -0.02966 0.998572
-1 (-1,-0.5) -0.5   -20.71721 1.000000
-1 (-1,+0.5) +0.5   -21.79695 0.998572
+0 (+1,-0.5) +0.5   -21.85477 0.001287
-1 (+0,-0.5) +0.5   -42.57348 0.001428
Pair separations in uEh: diagonalized, second order, and in GHz
sigma +x    1.13756   1.13833    7.4848
pi          0.05782   0.05786    0.3804
sigma -x    1.07974   1.08047    7.1044
g_s = 2.002319: largest line change 7.03e-05 uEh, level change 0.02467 uEh
diamagnetic shifts in uEh: 2p M_L=0 0.00271, |M_L|=1 0.00543, 1s 0.00045
largest change of a separation by it: 3.88e-06 uEh
Linear Zeeman model: B/T, x/A, max error/A, max error*x/A^2
  0.5    0.959   0.51402   0.49279
  2.0    3.835   0.14374   0.55121
 10.0   19.174   0.02674   0.51265
 40.0   76.697   0.00656   0.50324
triplet P of two p electrons: A/zeta = 0.5000
D -> P distinct lines: sigma 6, pi 3, sigma 6
```
